# Comment on Testing Joined Interconnect Segments Separately Against the Blech Limit

**The argument under review**

The argument concerns a straight copper line of uniform cross-section with a voltage tap, which draws negligible current, at its midpoint. The tap divides the line into two segments of 20 µm. Each carries the same current density in the same direction, and each has a product of current density and length equal to 0.8 of the Blech limit. The author reasons as follows: "A segment below the limit develops a back stress that stops electromigration before a void can nucleate. Both segments are below the limit. Therefore neither can nucleate a void, and the line is immortal."

The first sentence is correct for a segment whose two ends are closed to atoms. The difficulty is the word "segment". A tap divides the line electrically, but the argument never says whether it also stops copper atoms. The question for this comment is what stress the line reaches if it does not.

I take "immortal" to mean that no void ever nucleates. Survival after nucleation is a different criterion, treated separately below.

**What the back stress balances**

Let \(x\) increase in the direction of electron flow. Let \(j>0\) be the magnitude of the current density, \(\rho\) the resistivity, \(e>0\) the elementary charge and \(Z>0\) the wind charge number. The electron wind pushes each atom towards \(+x\) with force \(Ze\rho j\).

Let \(\sigma\) be the change of stress from a uniform as-made state, with tension positive. Placing an atom of volume \(\Omega\) in material under additional tension \(\sigma\) lets that tension do work \(\Omega\sigma\). The chemical potential is therefore \(\mu=\mu_0-\Omega\sigma\), and the total force on an atom is

\[
F=-\frac{\partial\mu}{\partial x}+Ze\rho j
=\Omega\frac{\partial\sigma}{\partial x}+Ze\rho j .
\]

To turn force into flux, consider hops of length \(a\) with rates \(\nu e^{\pm Fa/2kT}\) along and against the force. The drift velocity is

\[
v=2a\nu\sinh\frac{Fa}{2kT}\simeq\frac{\nu a^2F}{kT}
\qquad (Fa\ll kT).
\]

Without bias, the variance of position grows at the rate \(2\nu a^2\). By definition this equals \(2D\), so \(D=\nu a^2\) and \(v=DF/kT\). There are \(1/\Omega\) atoms per unit volume, so the flux is

\[
J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+Ze\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right),
\qquad G=\frac{Ze\rho j}{\Omega}.
\]

Removing atoms from a confined line raises its tension. With an effective modulus \(B\), the excess number of atoms per unit volume is \(c=-\sigma/(B\Omega)\). Conservation, \(\partial c/\partial t=-\partial J/\partial x\), then gives

\[
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],
\qquad \kappa=\frac{DB\Omega}{kT}.
\]

This is a one-dimensional model with small elastic strains. If the width \(w\) varies at fixed thickness, the conserved current is \(wJ\), and

\[
w\frac{\partial\sigma}{\partial t}
=\frac{\partial}{\partial x}\left[w\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right].
\]

Integrate over a piece of metal closed at both ends. The right side vanishes because no atoms cross the ends. Since \(\sigma=0\) initially,

\[
\int w\sigma\,dx=0
\]

at all times. In the steady state \(wJ\) is uniform, and it is zero at a closed end, so it is zero everywhere. Hence \(\partial\sigma/\partial x=-G\). The diffusivity has dropped out, even if it varies along the line.

**The limit for one closed segment**

For length \(L\) and uniform \(G\), the steady profile is \(\sigma=\sigma_0-Gx\). The conservation condition gives

\[
0=\int_0^L(\sigma_0-Gx)\,dx=\sigma_0L-\frac{GL^2}{2},
\qquad \sigma_0=\frac{GL}{2}.
\]

The cathode end, where electrons enter, is in tension. The anode end is at \(-GL/2\). If a void nucleates when the stress rise reaches \(\sigma_c\), the limit is \(GL/2=\sigma_c\), or

\[
(jL)_c=\frac{2\Omega\sigma_c}{Ze\rho}.
\]

Define the fraction of the limit as \(u=jL/(jL)_c=GL/(2\sigma_c)\). The steady cathode stress is then \(u\sigma_c\), which is 0.8 of critical for each segment taken alone.

The derivation used \(J=0\) at both ends. The length in the Blech product is therefore the distance between atomic barriers. The distance between electrical taps is relevant when those taps are also atomic barriers.

**Two segments with an open junction**

Suppose atoms can cross the midpoint, while the outer ends remain closed. Let \(V_1,V_2\) be the segment volumes and \(b_i=G_iL_i\) the stress drops along them. Stress is continuous at the junction, since a jump would drive an unbalanced flux. If the left end is at \(\sigma_0\), the mean stresses are \(\sigma_0-b_1/2\) in the first segment and \(\sigma_0-b_1-b_2/2\) in the second. Conservation requires

\[
V_1\left(\sigma_0-\frac{b_1}{2}\right)
+V_2\left(\sigma_0-b_1-\frac{b_2}{2}\right)=0,
\]

and therefore

\[
\sigma_0=\frac{V_1b_1/2+V_2(b_1+b_2/2)}{V_1+V_2}.
\]

The junction is at \(\sigma_0-b_1\) and the right end at \(\sigma_0-b_1-b_2\). The profile is linear within each segment, so the largest steady stress is at one of these three nodes.

For equal volumes, insert \(b_i=2u_i\sigma_c\), with \(u_i\) negative if electrons flow towards \(-x\):

\[
\frac{\sigma_0}{\sigma_c}=\frac{3u_1+u_2}{2},\qquad
\frac{\sigma_{\rm junction}}{\sigma_c}=\frac{u_2-u_1}{2},\qquad
\frac{\sigma_{\rm right}}{\sigma_c}=-\frac{u_1+3u_2}{2}.
\]

With \(u_1=u_2=0.8\), the left end tends to \(1.6\sigma_c\). It must pass \(\sigma_c\) on the way, so the model predicts a void. The author's conclusion is false for this line. Copper in the voltage tap does not change this: the tap carries no current and joins the line where the stress is zero.

The physical reason is visible in the conservation law. In a closed segment, atoms swept from the cathode accumulate at its own anode and push back. With the junction open, the first segment's anode can pass atoms on to the second. The point of zero stress moves from the middle of each segment to the junction, and the cathode end lies twice as far from it.

**When the objection does not apply**

The current directions matter. Suppose the tap does carry current, through a contact that blocks copper, so that electrons converge on the junction from both sides, with \(u_1=0.8\) and \(u_2=-0.8\). The outer ends are at \(0.8\sigma_c\) and the junction at \(-0.8\sigma_c\). If they diverge, the signs reverse and the junction has the largest tension, again \(0.8\sigma_c\). By mirror symmetry no atoms cross the junction in either case, so each half behaves as a closed segment. The author's conclusion survives there.

It need not survive if the tap is itself copper open to atoms, because the tap is then a third branch with its own wind. Take a tap with the length and cross-section of one segment, closed at its far end, carrying the combined current. For converging electrons, the stress falls by \(1.6\sigma_c\) from each outer end to the junction and by a further \(3.2\sigma_c\) along the tap. Zero mean stress over the three equal volumes then puts the outer ends at \(1.6\sigma_c\), so a void is predicted.

A perfect atomic barrier at the midpoint also restores the single-segment result. A slightly leaky barrier does not. Suppose its flux is proportional to the stress jump across it, with negligible wind force inside the thin barrier itself. Zero steady flux then requires zero jump, and the final state is that of the open junction. The leak rate affects the waiting time, not the final stress.

It would also be wrong to repair the argument by adding the two fractions and comparing the sum with one. Take \(u_1=0.8\) and \(u_2=0\): a current-free extension of equal volume at the downstream end. The sum is 0.8, but

\[
\frac{\sigma_0}{\sigma_c}=\frac{3(0.8)+0}{2}=1.2 .
\]

The extension carries no wind, yet it accepts atoms and weakens the back stress. Put the same extension upstream, so that \(u_1=0\) and \(u_2=0.8\), and the left end and junction both settle at \(0.4\sigma_c\). There it acts as a source of atoms. Reversing the current exchanges the two cases, so a layout that is safe in one direction can fail in the other.

Widening the downstream segment need not help either. At fixed total current, thickness and length, doubling its width halves its current density, so \(b_2=b_1/2\), but doubles its volume, so \(V_2=2V_1\). Then

\[
\sigma_0=\frac{b_1/2+2(b_1+b_1/4)}{3}=b_1 .
\]

For \(b_1=1.6\sigma_c\), this is the same \(1.6\sigma_c\) as before, although the second segment is now at 0.4 of its own limit. The lower wind stress and the larger atom sink cancel for any width ratio \(r\) when the lengths are equal: with \(b_2=b_1/r\) and \(V_2=rV_1\), \(\sigma_0=b_1(1/2+r+1/2)/(1+r)=b_1\).

For two equal volumes with electrons flowing towards \(+x\) in both, the left end has the largest steady stress, and the condition for the steady stress to stay below critical is \(3u_1+u_2<2\). For equal fractions it becomes \(u<1/2\). This condition does not cover the approach to the steady state. If the first segment supplies atoms very slowly, for example because its diffusivity is low, the second segment at first behaves almost as if it were closed. The junction then approaches \(u_2\sigma_c\) before it relaxes, and this can exceed \(\sigma_c\) even when the steady condition is met.

**Numbers for the disputed line**

I use rough typical values for a capped copper line at 378 K: \(Z=1\), \(\rho=3.0\) µΩ cm, \(\sigma_c=40\) MPa and \(B=20\) GPa. A cubic lattice constant of 0.3615 nm with four atoms per cell gives \(\Omega=0.01181\) nm³. The limit is

\[
(jL)_c=\frac{2(1.181\times10^{-29}\,{\rm m^3})(4.0\times10^7\,{\rm Pa})}
{(1.602\times10^{-19}\,{\rm C})(3.0\times10^{-8}\,\Omega\,{\rm m})}
=1.966\times10^5\ {\rm A/m},
\]

or 1966 A/cm. At 0.8 of this value and \(L=20\) µm, the current density is 0.786 MA/cm². The critical closed length at that current density is \(20/0.8=25\) µm. Each segment is shorter than this, but the 40 µm line is not.

The wind gradient follows from \(GL/2=0.8\sigma_c=32\) MPa, so \(G=64/20=3.20\) MPa/µm. With a blocked junction, each cathode end settles at 32 MPa. With an open junction, the line's cathode end tends to \(3.20\times40/2=64\) MPa.

The limit can also be read as a voltage. For uniform resistivity and current density, \(\rho(jL)_c=2\Omega\sigma_c/(Ze)=5.90\) mV. One segment drops 4.72 mV and the joined line 9.44 mV. Comparing the total drop with 5.90 mV is valid for this uniform line, but the current-free extension shows why it is not a general test.

**How long the error stays hidden**

Let \(\Lambda\) be the length between closed ends, with \(G\) and \(\kappa\) uniform. Write \(\sigma=G(\Lambda/2-x)+v\). The first term is the steady solution, so \(v\) obeys \(\partial v/\partial t=\kappa\,\partial^2v/\partial x^2\), has zero slope at the ends, and starts as \(-G(\Lambda/2-x)\). Its cosine coefficients require

\[
\frac{2}{\Lambda}\int_0^\Lambda\left(\frac{\Lambda}{2}-x\right)\cos\frac{n\pi x}{\Lambda}\,dx
=\frac{2}{\Lambda}\,\frac{\Lambda^2}{n^2\pi^2}\,[1-(-1)^n],
\]

where one integration by parts has been used and its boundary term vanishes. This is \(4\Lambda/(n^2\pi^2)\) for odd \(n\) and zero for even \(n\geq2\); the mean is also zero. At the cathode,

\[
\sigma(0,t)=G\Lambda\left[\frac12-\frac{4}{\pi^2}
\sum_{n\ {\rm odd}}\frac{e^{-n^2\pi^2\kappa t/\Lambda^2}}{n^2}\right].
\]

Every exponential decreases, so the cathode stress rises steadily to \(G\Lambda/2\) without overshoot.

At early times the far end has no influence. The slope \(q=\partial\sigma/\partial x\) also obeys the diffusion equation, with \(q(0,t)=-G\) and \(q=0\) initially. Thus \(q=-G\,{\rm erfc}[x/(2\sqrt{\kappa t})]\), and

\[
\sigma(0,t)=-\int_0^\infty q\,dx
=2G\sqrt{\kappa t}\int_0^\infty{\rm erfc}(y)\,dy
=2G\sqrt{\frac{\kappa t}{\pi}} .
\]

The length is absent. The short closed segment and the joined line start alike; the short one is saved because its stress later levels off at 32 MPa.

For a diffusion prefactor of \(10^{-3}\) cm²/s and an activation energy of 0.90 eV, \(D=1.0\times10^{-15}\) cm²/s and \(\kappa=142.9\) µm²/year. Setting the early-time stress equal to \(\sigma_c\) gives

\[
t=\frac{\pi}{4\kappa}\left(\frac{\sigma_c}{G}\right)^2
=\frac{\pi}{4(142.9)}\left(\frac{40}{3.20}\right)^2
=0.859\ {\rm years}.
\]

Solving the full series numerically for the 40 µm line gives 0.875 years. These times depend exponentially on the activation energy and should be read as "about a year for these parameters".

For a leaky junction I solved the transport equation by finite volumes with 0.25 µm cells. A junction with the diffusive resistance of 200 µm of line delays nucleation to about 5.0 years. A test that ends earlier would find no void in this model, although the line is not immortal.

**Nucleation is not yet failure**

The author could reply that a small void may leave the line conducting. That is a different claim, and it needs the final void size. Suppose one void spans the cathode end and relieves the stress there to zero. Let \(\sigma_T\) be the as-made tension. The final total stress is \(-Gx\), so its change from the as-made state is \(-(\sigma_T+Gx)\). The atoms packed into the remaining metal came from the void, whose length is

\[
\delta=\frac1B\int_0^\Lambda(\sigma_T+Gx)\,dx
=\frac{\sigma_T\Lambda}{B}+\frac{G\Lambda^2}{2B}.
\]

This neglects surface tension, assumes that the surrounding dielectric holds, and leaves out any copper in the tap.

The wind term for the joined line is \(3.20\times40^2/(2\times20\,000)=0.128\) µm, or 128 nm. If a void were already present in one closed segment, the corresponding term would be 32 nm. Doubling the length at fixed current density quadruples this part.

An assumed as-made tension of 100 MPa adds 200 nm in the joined line and 100 nm in the single segment. A copper tap open to atoms now matters, because the stress change at the midpoint is \(-(\sigma_T+G\Lambda/2)\) and no longer zero. A tap of length \(\ell\) with the line's cross-section adds \((\sigma_T+G\Lambda/2)\ell/B\) to the void. For \(\ell=20\) µm this is 64 nm from the wind and 100 nm from the as-made tension. For a line 100 nm wide, these are not negligible voids. Whether they open the circuit depends on the via position and on any conducting liner, which the model does not contain. The reply therefore cannot be accepted without that geometry.

**Application to real lines**

A limit of roughly a few thousand A/cm is the usual scale for copper interconnects, and the example lies at the lower side of it. A via with a continuous refractory-metal liner can block copper, whereas a tap along unbroken copper on one level does not. The factor of two between the joined and separate stresses contains no material constant, but the absolute margin does. At the stated current, the joined line would stay below critical if \(\sigma_c\) exceeded 64 MPa; a closed segment would nucleate a void if it were below 32 MPa.

One assumption that is easily broken is a fixed thermal stress. Take an expansion mismatch of 14 ppm/K. Each kelvin of cooling then shrinks the copper volume, relative to its surroundings, by three times this fraction. If this misfit meets the same effective modulus \(B\) as a loss of atoms does, cooling adds \(3(14\times10^{-6})(20\,000\ {\rm MPa})=0.84\) MPa/K of tension. The single segment has a margin of \(40-32=8\) MPa, which is used up by 9.5 K of cooling. Conversely, the joined line's excess of 24 MPa would be offset by about 29 K of heating. These estimates hold the current density, resistivity and absolute nucleation stress fixed. They also assume that shear stresses in the copper have relaxed. For a long round line in an elastic medium with the same relaxed modulus, purely elastic cooling raises the mean tension by about 1.2 to 1.3 MPa/K. The same numbers would bring a current-free line to \(\sigma_c\) after about 48 K of cooling, which is less than the drop to room temperature, so a fixed threshold cannot be carried far from the operating temperature. The estimates show only that, within the model, a few kelvin change the stress by as much as the margin left at 0.8.

Two other effects are smaller. For a line 200 nm high above 1.0 µm of dielectric with conductivity 0.3 W/(m K), heat flow straight down gives a Joule temperature rise of

\[
\frac{j^2\rho\,(200\ {\rm nm})(1.0\ \mu{\rm m})}{0.3\ {\rm W/(m\,K)}}\simeq1.2\ {\rm K}.
\]

Sideways heat spreading would lower this value for an isolated line. The rise speeds up stress diffusion by about 9% and, at 0.84 MPa/K, lowers the tension by about 1 MPa. If the activation volume for diffusion equals \(\Omega\), a tension of 64 MPa multiplies \(D\) by \(e^{\Omega\sigma/kT}\simeq1.16\). Changes in \(D\) alter the time to nucleation but not the steady stress.

**Correction requested**

The claim of immortality should be withdrawn for the line as described, or the author should show that the midpoint blocks copper. The test should first identify each body of metal through which atoms can move, and then find the largest tension it reaches at any time, not only in the steady state, with all its branches included, even those that carry no current.

Numbers in the example were calculated in double precision.
